\section*{One Bare and One Screened Vertex in the Phonon Self-Energy, part 2}

Which vertices, bare or screened, close the electron-hole bubble in the phonon self-energy $\Pi$? The belief under test screens both, $g_s^T\chi_0g_s$ (doubly screened, $ss$); the bare-screened form ($bs$) is \eqref{mf}.

The algebra uses atomic units. Response functions are retarded, with $\mathrm{Im}\,z>0$ or $z=\omega+i0$. For mass-weighted real displacements $u\propto e^{-izt}$,
\begin{equation}
z^2u=[\Omega^2+\Pi(z)]u,\qquad \Pi(z)=g_b^T\chi(z)g_b .
\label{bb}
\end{equation}
Here $\Omega^2$ holds the force constants without electronic response, the real matrix $g_b$ is the electron-nucleus potential per unit $u$, and $\chi$ is the density response of the interacting electrons at clamped nuclei. With excitation energies $\omega_s$ and real $\rho_s=\langle0|\hat n|s\rangle$,
\begin{equation}
\chi(z)=\sum_s\rho_s\rho_s^T\Big[\frac1{z-\omega_s}-\frac1{z+\omega_s}\Big]=\sum_s\frac{2\omega_s\,\rho_s\rho_s^T}{z^2-\omega_s^2}.
\label{leh}
\end{equation}
For closed-shell independent electrons this is the symmetric bare bubble $\chi_0(z)=\sum_{ia}4\omega_{ia}\rho_{ia}\rho_{ia}^T/(z^2-\omega_{ia}^2)$, with $i$ occupied, $a$ empty and $\rho_{ia}=\phi_i\phi_a$. In mean-field theory
\begin{equation}
\Pi=g_b^T\chi_0\,g_s,\qquad g_s=(1-K\chi_0)^{-1}g_b .
\label{mf}
\end{equation}
The kernel $K$ is real, symmetric and static; in Hartree theory (RPA) it is the Coulomb interaction $v$. With $\delta n=\chi_0g_s$ per unit displacement and $\mathrm{Im}\,X=(X-X^\dagger)/2i$,
\begin{equation}
\Pi=g_s^\dagger\chi_0g_s-\delta n^\dagger K^\dagger\,\delta n .
\label{dc}
\end{equation}
\begin{equation}
\mathrm{Im}\,\Pi(z)=g_s(z)^\dagger\,\mathrm{Im}\chi_0(z)\,g_s(z)+\delta n^\dagger\,\mathrm{Im}K\,\delta n .
\label{im}
\end{equation}
The last term of \eqref{im} vanishes for a static Hermitian kernel. If $\Pi_\lambda$ is the self-energy with kernel $\lambda K$ at fixed $\chi_0$, the $\lambda$ identity is $g_s^T\chi_0g_s=d(\lambda\Pi_\lambda)/d\lambda$ at $\lambda=1$.

Rows A of the final table concern a two-site Hubbard model with two electrons, hopping $t=1$ eV, repulsion $U=4$ eV and a phonon $\omega_0=0.2$ eV coupled through $g(b+b^\dagger)(\hat n_1-\hat n_2)$. Its Hartree kernel is $K=U/2=2$ eV, and its polarization, the response to the total potential, is $P=\chi/(1+K\chi)$.

\subsection{Differences}

Split the bubble as $\chi_0=\chi_A+\chi_B$ with both parts symmetric, and let $g_B=(1-K\chi_B)^{-1}g_b$ and $\Pi_B=g_b^T\chi_Bg_B=g_B^T\chi_Bg_b$. Insert $g_b^T=g_B^T(1-\chi_BK)$ in \eqref{mf}:
\begin{align}
\Pi&=g_B^T(\chi_A+\chi_B)g_s-g_B^T\chi_BK\chi_0g_s\nonumber\\
&=g_B^T\chi_Ag_s+g_B^T\chi_B(1-K\chi_0)g_s=\Pi_B+g_B^T\chi_A\,g_s ,
\label{split}
\end{align}
where the last step uses $(1-K\chi_0)g_s=g_b$. The left vertex carries the screening already contained in the reference $\Pi_B$. With $\chi_B=0$ it is bare, and \eqref{mf} returns. With $\chi_B$ made of all transitions outside an active set, it is partially screened. With $\chi_B=\chi_0(0)$ and $\chi_A=\Delta\chi_0=\chi_0(\omega)-\chi_0(0)$,
\begin{equation}
\Pi(\omega)-\Pi(0)=g_s(0)^T\,\Delta\chi_0\,g_s(\omega).
\label{diff}
\end{equation}
A correction added to adiabatic force constants therefore carries two screened vertices.

The static vertex may replace the dynamic one at a known price. From $[1-K\chi_0(0)]g_s(\omega)=g_b+K\Delta\chi_0\,g_s(\omega)$ and $[1-K\chi_0(0)]g_s(0)=g_b$,
\begin{equation}
g_s(\omega)-g_s(0)=[1-K\chi_0(0)]^{-1}K\,\Delta\chi_0\,g_s(\omega).
\label{dg}
\end{equation}
So $g_s(0)^T\Delta\chi_0\,g_s(0)$ misses \eqref{diff} by $g_s(0)^T\Delta\chi_0[g_s(\omega)-g_s(0)]$, which is of second order in $\Delta\chi_0$. The form $g_b^T\Delta\chi_0\,g_s(0)$ misses in addition $[g_s(0)-g_b]^T\Delta\chi_0\,g_s(0)$, which is of first order. Below a gap each pair contributes $4\omega_{ia}/(\omega^2-\omega_{ia}^2)+4/\omega_{ia}=4\omega^2/[\omega_{ia}(\omega^2-\omega_{ia}^2)]$ to $\Delta\chi_0$, so the two errors scale as $\omega^4$ and $\omega^2$. The static replacement fails when $[1-K\chi_0(0)]^{-1}K\Delta\chi_0$ is not small, as near a pole of $g_s(\omega)$, which is an excitation of the interacting electrons, collective or not. Smallness alone does not protect the real part in a metal: there $\Delta\chi_0$ is imaginary at order $\omega$ and real only at order $\omega^2$, so the second-order error is of the same order as $\mathrm{Re}[\Pi(\omega)-\Pi(0)]$ itself, as the jellium example below shows.

\subsection{Noncommuting matrices}

The numerical check applies these identities to a six-site chain with six electrons in Hartree theory, $K_{ij}=2/\sqrt{1+(i-j)^2}$ eV, a gap of $1.423$ eV and two displacement patterns; here $u$ is in \AA{} and not mass-weighted. The references are finite differences of the self-consistent energy and potential, real-time propagation after a kick $\kappa g_b\delta(t)$ (whose induced density, transformed with $e^{izt}$, is $\kappa\chi(z)g_b$), and the eigenmodes of the coupled pairs. For the staggered pattern the curvature of the energy is $-3.7162$ eV/\AA$^2$, as is $g_b^T\chi_0g_s$. The doubly screened value is $-2.6560$ eV/\AA$^2$, short by 29\% of the reference, and subtracting $\delta n^TK\delta n=1.0602$ eV/\AA$^2$ restores $-3.7162$ eV/\AA$^2$. At $z=(1.5+0.4i)$ eV the propagation gives $\mathrm{Im}\,\Pi=-2.6101$ eV/\AA$^2$, matched by \eqref{im}, while $g_b^T\mathrm{Im}\chi_0\,g_s(0)=-3.2789$ eV/\AA$^2$ is 26\% larger in magnitude. The $\lambda$ identity, \eqref{diff}, and \eqref{split} with the lowest transition as active set pass their tests, and the error exponents between $0.02$ and $0.04$ eV are $4.001$ and $2.001$.

\section{Sound in jellium}

Treat aluminium as point ions of charge $Z$ and mass $M$, smeared into a fluid of number density $n/Z$, in an electron gas of density $n$ at RPA level. The model has no pseudopotential, no exchange or correlation and no umklapp terms, so it displays the vertex counting and does not predict the phonons of the metal. A longitudinal wave $\xi=\sqrt2\,\xi_0\cos qx$ has kinetic energy per volume $\frac12\dot u^2$ with $u=\sqrt{Mn/Z}\,\xi_0$. It produces the ionic charge $-n\,\partial_x\xi=\sqrt2\,\beta u\sin qx$ with $\beta=nq/\sqrt{Mn/Z}=q\sqrt{Zn/M}$. If $\delta n$ is the amplitude of the electron density along $\sqrt2\sin qx$, Poisson's equation gives the Coulomb energy per volume $\frac12v(\delta n-\beta u)^2$ with $v=4\pi/q^2$. Reading off the terms,
\begin{equation}
\Omega^2=v\beta^2=\frac{4\pi Zn}{M},\qquad g_b=-v\beta,\qquad g_b^2=v\Omega^2,\qquad K=v .
\end{equation}
With $\varepsilon=1-v\chi_0$, so that $v\chi_0=1-\varepsilon$, the two candidates are
\begin{equation}
\omega^2_{bs}=\Omega^2\Big[1+\frac{1-\varepsilon}{\varepsilon}\Big]=\frac{\Omega^2}{\varepsilon},\qquad
\omega^2_{ss}=\Omega^2\Big[1-\frac{\varepsilon-1}{\varepsilon^2}\Big].
\end{equation}

The bubble follows from \eqref{leh} with pair energies $qk_x+q^2/2$. Terms with both states occupied cancel between the two fractions, so the sum may run over all $k<k_F$. A slice at $k_x$ has area $\pi(k_F^2-k_x^2)$, and the prefactor is $2\pi/(2\pi)^3=1/4\pi^2$ with spin. Reversing $k_x$ in the second fraction,
\begin{equation}
\chi_0(q,z)=\frac{I(a_-)-I(a_+)}{4\pi^2q},\qquad a_\pm=\frac{z\pm q^2/2}{q},\qquad I(a)=\int_{-k_F}^{k_F}\frac{k_F^2-x^2}{a-x}\,dx .
\end{equation}
Writing $k_F^2-x^2=(k_F^2-a^2)+(a-x)(a+x)$ gives, for $\mathrm{Im}\,a>0$,
\begin{equation}
I(a)=(k_F^2-a^2)\Big[\ln\frac{k_F+a}{k_F-a}-i\pi\Big]+2ak_F .
\end{equation}
For real $|a_\pm|<k_F$, that is $\omega<qk_F-q^2/2$, the identity $a_+^2-a_-^2=2\omega$ yields $\mathrm{Im}\chi_0=-2\pi\omega/4\pi^2q=-\omega/2\pi q$. At $z=0$ and small $q$ the logarithm is $2a/k_F$, so $\mathrm{Re}\,I\approx4ak_F$, and $a_\pm=\pm q/2$ gives $\chi_0\to-k_F/\pi^2$ and $\varepsilon\to4k_F/\pi q^2$.

As $q\to0$ the bare-screened form gives $\omega_{bs}=cq$ with $c^2=\pi\Omega^2/4k_F=Zk_F^2/3M$, using $n=k_F^3/3\pi^2$. This is the Bohm-Staver speed, and an argument without vertices confirms it. A long wave keeps the fluid neutral, so the restoring force is the electron pressure. The energy density $e=\frac3{10}k_F^2n\propto n^{5/3}$ has bulk modulus $B=n^2e''=\frac{10}9e=k_F^2n/3$, and dividing by the mass density $Mn/Z$ gives the same $c^2$. The doubly screened correction $(\varepsilon-1)/\varepsilon^2$ vanishes as $1/\varepsilon$, so $\omega_{ss}\to\Omega$: in this model the belief removes sound and leaves the unscreened ion plasma oscillation. Sound needs $\Pi$ to cancel $\Omega^2$ almost completely, which happens because the electron cloud pulls on the ion with its full Coulomb force.

For the width put $z=\omega_r-i\gamma$ in $z^2=\Omega^2+\Pi(z)$. To first order in $\gamma$, and neglecting $\partial\mathrm{Re}\Pi/\partial\omega$ against $2\omega_r$, the imaginary part reads $-2\omega_r\gamma=\mathrm{Im}\,\Pi(\omega_r)$. Equation \eqref{im} gives
\begin{equation}
\gamma=\frac{v\Omega^2\,|\mathrm{Im}\chi_0|}{2\omega_r|\varepsilon(q,\omega_r)|^2},
\label{gam}
\end{equation}
whereas one bare and one static vertex put $\varepsilon(q,0)$ to the first power in the denominator.

\subsection{Numbers}

The inputs are $Z=3$, $M=26.98$ u, $q=0.5$ \AA$^{-1}$ and the fcc lattice constant $a=4.05$ \AA, a model input chosen near that of the metal. Then $n=12/a^3=0.1806$ \AA$^{-3}$, $k_F=1.749$ \AA$^{-1}$ and $\Omega=0.12326$ eV. With $v=723.81$ eV\,\AA$^3$ and $\chi_0(q,0)=-0.023095$ eV$^{-1}$\AA$^{-3}$, $v\chi_0=-16.716$ and $\varepsilon=17.716$. Several digits are kept to follow the cancellation, not as a claim about aluminium:
\begin{align}
\Pi_{bs}/\Omega^2&=-16.716/17.716=-0.94355,\nonumber\\
\omega_{bs}&=0.12326\sqrt{0.05645}\ \mathrm{eV}=0.0293\ \mathrm{eV},\nonumber\\
\Pi_{ss}/\Omega^2&=-16.716/17.716^2=-0.05326,\nonumber\\
\omega_{ss}&=0.12326\sqrt{0.94674}\ \mathrm{eV}=0.1199\ \mathrm{eV}.\nonumber
\end{align}
At $q=0.01$ \AA$^{-1}$, where $\varepsilon\approx4.2\times10^4$, the values are $6.01\times10^{-4}$ eV and $0.1233$ eV. The first gives $\hbar c=0.0601$ eV\,\AA, as does the bulk modulus, or $c=9.1$ km/s.

For the width, $\mathrm{Im}\chi_0=-1.6053\times10^{-4}$ eV$^{-1}$\AA$^{-3}$ at $\omega_r=0.029283$ eV, so $v|\mathrm{Im}\chi_0|=0.1162$ and
\begin{equation}
\frac{v\Omega^2|\mathrm{Im}\chi_0|}{2\omega_r}=\frac{0.1162\times0.12326^2}{2\times0.029283}\ \mathrm{eV}=0.03014\ \mathrm{eV}.
\end{equation}
One division by $17.716$ gives $1.70\times10^{-3}$ eV, and a second gives $\gamma=9.60\times10^{-5}$ eV. Static and dynamic screening give the same printed value. With the expansion parameter of \eqref{dg}, $p=v\Delta\chi_0/\varepsilon(q,0)$, one has $|\varepsilon(q,\omega)|^2/\varepsilon(q,0)^2=(1-\mathrm{Re}\,p)^2+(\mathrm{Im}\,p)^2$. The imaginary part is $0.1162/17.716=0.0066$ in magnitude, and its square is about $4\times10^{-5}$. For the real part, the next term of the logarithm gives $\mathrm{Re}\,I\approx4ak_F-4a^3/3k_F$, and $a_+^3-a_-^3=3\omega^2/q+q^3/4$, so $\mathrm{Re}\,\Delta\chi_0\approx(k_F/\pi^2)(\omega/qk_F)^2$. With $qk_F\approx6.7$ eV this makes $\mathrm{Re}\,p\approx2\times10^{-5}$. The two changes of $|\varepsilon|^2$ are each about $4\times10^{-5}$ relative and of opposite sign. The real part of the frequency-dependent correction is less forgiving. Equation \eqref{diff} gives $\Pi(\omega)-\Pi(0)=\omega_{bs}^2\,p/(1-p)$, with real part $\approx\omega_{bs}^2[\mathrm{Re}\,p-(\mathrm{Im}\,p)^2]$, whereas two static vertices give $\omega_{bs}^2\,p$. With the values above, $2\times10^{-5}-4\times10^{-5}$ is negative while $\mathrm{Re}\,p$ is positive, so the static replacement gets the sign of this small shift wrong although $|p|\ll1$. The complex root of $z^2=\Omega^2+\Pi(z)$, found by iteration on the continued $\chi_0$, also has $\gamma=9.60\times10^{-5}$ eV, which supports the neglect made before \eqref{gam}.

An independent decision comes from a diagonalization whose matrix is built without $\varepsilon$ or a screened vertex; $\omega_{bs}$ only decides where its grid is fine. A set of unit-mass oscillators $x_j$ with frequencies $\omega_j$ and density $\delta n=\sum_jb_jx_j$, driven by the energy $\delta v\,\delta n$, obeys $(z^2-\omega_j^2)x_j=b_j\delta v$ and so responds with $\sum_jb_j^2/(z^2-\omega_j^2)$, the form of \eqref{leh}. The pair continuum is divided into cells on a grid refined near $\omega_{bs}$, and each cell becomes one oscillator with $b_j^2=\int2\omega S\,d\omega$ and $\omega_j^2=b_j^2/\int(2S/\omega)\,d\omega$, both integrals over the cell, which preserves the cell's static and high-frequency response. Here $S=-\mathrm{Im}\chi_0/\pi$ is the pair density of states per volume. The energy $\frac12\sum_j\omega_j^2x_j^2+\frac12v(\delta n-\beta u)^2$ defines a matrix of dimension 902 whose eigenvalues are squared mode frequencies, and the squared $u$ components of the eigenvectors give the phonon line. A Lorentzian has cumulative weight $\frac12+\frac1\pi\arctan[(\omega-\omega_r)/\gamma]$, so its median is $\omega_r$ and its quartiles lie at $\omega_r\pm\gamma$. The diagonalization gives a median of $0.029286$ eV and $\gamma=9.61\times10^{-5}$ eV. The tests require the median to lie within $0.1\gamma$ of the real part of the pole, and the pole width and the two doubly screened widths to lie within 2\% of the diagonalization width. Measured against this reference, two screened vertices make the frequency 4.1 times too high, and a bare times a statically screened vertex makes the width 17.7 times too large.

\section*{Table of computed values}
\begin{verbatim}
A t = 1.0 eV, U = 4.0 eV, w0 = 0.2 eV, Hartree kernel U/2 = 2.0 eV
A phonon shift/g^2 from diagonalization = -0.24306 1/eV
A exact chi(w0) = -0.24306 1/eV; chi0 = -2.02020 1/eV; P = -0.47298 1/eV
A bare-screened with chi0 = -0.40080 1/eV
A screened-screened with P = -0.12490 1/eV
B on-site = [0.3, -0.2, 0.1, 0.0, -0.4, 0.2] eV; hopping = [1.2, 0.8, 1.2, 0.8, 1.2] eV
B K_ij = 2.0/sqrt(1+(i-j)^2) eV; gap = 1.4230 eV; z = (1.5+0.4j) eV
B gb mode 1 = [1.0, -1.0, 1.0, -1.0, 1.0, -1.0], mode 2 = [1.0, 0.5, 0.0, 0.0, -0.5, -1.0] eV/A
B static, finite difference: 11 -3.7162, 12 -0.7609, 22 -0.3108 eV/A^2
B static, bare-screened: 11 -3.7162, 12 -0.7609, 22 -0.3108 eV/A^2
B static, screened-screened: 11 -2.6560, 12 -0.4730, 22 -0.2176 eV/A^2
B static, dn K dn: 11 1.0602, 12 0.2879, 22 0.0932 eV/A^2
B Re Pi(z), real time: 11 -4.4389, 12 -0.8813, 22 -0.3556 eV/A^2
B Im Pi(z), real time: 11 -2.6101, 12 -0.9715, 22 -0.4155 eV/A^2
B Im, gs(z)+ Imchi0 gs(z): 11 -2.6101, 12 -0.9715, 22 -0.4155 eV/A^2
B Im, gb Imchi0 gs(0): 11 -3.2789, 12 -1.1729, 22 -0.4333 eV/A^2
B error power in w: gs(0) dchi0 gs(0) 4.001; gb dchi0 gs(0) 2.001
C Z = 3, a = 4.05 A, M = 26.9815 u, M/m = 49184.3, q = 0.5 1/A
C n = 0.18064 1/A^3; kF = 1.7488 1/A; EF = 11.652 eV
C ion plasma energy Omega = 0.12326 eV
C v(q) = 723.81 eV A^3; chi0(q,0) = -0.023095 1/(eV A^3)
C eps(q,0) = 17.7161; Im chi0(q,w) = -1.6053e-04 1/(eV A^3)
C Pi/Omega^2: bare-screened -0.94355; screened-screened -0.05326
C w static bare-screened = 0.029284 eV; screened-screened = 0.119930 eV
C complex pole: Re = 0.029283 eV, -Im = 9.6031e-05 eV
C diagonalization (902 modes): median = 0.029286 eV, gamma = 9.6119e-05 eV
C gamma, two dynamic screened vertices = 9.6034e-05 eV
C gamma, two static screened vertices = 9.6034e-05 eV
C gamma, bare x static screened = 1.7014e-03 eV; ratio to pole 17.72
C q = 0.01 1/A: eps = 42079; w bare-scr = 6.0087e-04 eV; scr-scr = 0.12326 eV
C hbar c: bare-screened 0.06009 eV A; bulk modulus 0.06009 eV A
C sound speed from bulk modulus = 9.13 km/s
\end{verbatim}
